# Why an anisotropic dielectric makes the second-moment limit direction-dependent

**A charged defect whose charge has a finite extent is repeated periodically in an anisotropic dielectric. Why does its second-moment energy term approach different values as the wavevector goes to zero along different directions, unless the second-moment tensor is proportional to the permittivity tensor? And what does this do to the finite-size correction?**

## The mechanism: a long wave sees layers

Take a localized charge density $\rho(\mathbf r)$ with total charge $q\neq0$ in a homogeneous, local, linear medium. Its relative permittivity $\boldsymbol\varepsilon$ is a symmetric, positive-definite tensor, and the potential obeys

$$-\varepsilon_0\nabla\cdot(\boldsymbol\varepsilon\nabla V)=\rho .$$

Put the origin at the charge centroid, so that the dipole vanishes, and define $Q_{ij}=\int\rho\,r_ir_j\,d^3r$. Let $U$ be the potential of this charge minus that of a point charge $q$ at the origin. $U$ contains all that the finite extent contributes.

A wave of very long wavelength along the unit vector $\mathbf n$ varies only along $\mathbf n$. It therefore senses $U$ integrated over planes normal to $\mathbf n$. Call this integral $u(x)$, with $x=\mathbf n\cdot\mathbf r$, and call the projected charge $s(x)$. Terms with a derivative along the plane integrate to zero, because $U$ falls at least as $1/r^3$. What remains is

$$-\varepsilon_0(\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n)\,u''(x)=s(x)-q\,\delta(x).$$

The right side has neither net charge nor dipole, so $u$ vanishes outside the charge. Since $(x^2/2)''=1$, two integrations by parts give

$$\int u\,dx=\int u''\,\frac{x^2}{2}\,dx=-\frac{1}{2\varepsilon_0}\,\frac{\mathbf n\cdot Q\cdot\mathbf n}{\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n}.\tag{1}$$

The numerator measures how thick the charge is along $\mathbf n$; the denominator measures how well the medium screens a field along $\mathbf n$. Both depend on direction, and their ratio is constant if the two dependences match.

The same volume integral of $U$ can take different values because of its tail. In stretched coordinates $\mathbf r'=\boldsymbol\varepsilon^{-1/2}\mathbf r$ the medium is isotropic and the second moment becomes $Q'=\boldsymbol\varepsilon^{-1/2}Q\,\boldsymbol\varepsilon^{-1/2}$. Far away, to leading order,

$$U\simeq\frac{3\,\mathbf r'\cdot Q'\cdot\mathbf r'-r'^2\,\mathrm{tr}\,Q'}{8\pi\varepsilon_0\sqrt{\det\boldsymbol\varepsilon}\;r'^5}.$$

This is a quadrupole potential. It falls as $1/r^3$ while the volume element grows as $r^2dr$, so the integral over all space depends on the shape of the region that is made infinite. The tail vanishes in every direction when $Q'$ is a multiple of the unit matrix, that is, when $Q=\lambda\boldsymbol\varepsilon$.

A Gaussian charge shows this directly. Write $1/(\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k)=\int_0^\infty e^{-t\,\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}dt$. A Gaussian with $Q=\lambda\boldsymbol\varepsilon$ has the transform $q\,e^{-(\lambda/2q)\,\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}$, which moves the lower limit of $t$ from $0$ to $\lambda/2q$. Hence $U(\mathbf k)=-(q/\varepsilon_0)\int_0^{\lambda/2q}e^{-t\,\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}dt$. In real space this is a sum of Gaussians without a power-law tail, and its volume integral is $-\lambda/2\varepsilon_0$ for any large region.

## The limit in the energy

Use $\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$. In a periodic cell of volume $\Omega$ with a uniform neutralizing background, the Fourier coefficients of the density are $\rho(\mathbf G)/\Omega$. With zero mean potential, half the integral of charge times potential is

$$E_{\rm per}=\frac{1}{2\varepsilon_0\Omega}\sum_{\mathbf G\neq0}\frac{|\rho(\mathbf G)|^2}{\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G},\qquad
E_{\rm iso}=\frac{1}{2\varepsilon_0}\int\!\frac{d^3k}{(2\pi)^3}\frac{|\rho(\mathbf k)|^2}{\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}.$$

For an arbitrary origin, let $\mathbf p$ be the dipole and $M$ the second moment. The even powers of $\mathbf k$ in $\rho(\mathbf k)$ are real and the odd ones imaginary, so

$$|\rho(\mathbf k)|^2=\left(q-\tfrac12\mathbf k\cdot M\cdot\mathbf k\right)^2+(\mathbf k\cdot\mathbf p)^2+O(k^4)
=q^2-q\,\mathbf k\cdot\left(M-\frac{\mathbf p\mathbf p}{q}\right)\cdot\mathbf k+O(k^4).$$

The bracket is the second moment about the centroid $\mathbf p/q$, which is $Q$. The choice of origin thus drops out. Removing the point-charge part $q^2$ and setting $\mathbf k=k\mathbf n$, $k\to0$, gives

$$T(\mathbf n)=-\frac{q}{2\varepsilon_0\Omega}\,\frac{\mathbf n\cdot Q\cdot\mathbf n}{\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n}.\tag{2}$$

This is $q/\Omega$ times (1). The factor $\tfrac12$ of the energy is cancelled because both factors in $|\rho|^2$ carry the second-moment term.

Suppose the ratio in (2) equals a constant $\lambda$ for all $\mathbf n$. Then $A=Q-\lambda\boldsymbol\varepsilon$ satisfies $\mathbf v\cdot A\cdot\mathbf v=0$ for every vector $\mathbf v$. Since $A$ is symmetric,

$$\mathbf u\cdot A\cdot\mathbf v=\tfrac12\left[(\mathbf u+\mathbf v)\cdot A\cdot(\mathbf u+\mathbf v)-\mathbf u\cdot A\cdot\mathbf u-\mathbf v\cdot A\cdot\mathbf v\right]=0,$$

so $A=0$. The converse follows by inserting $Q=\lambda\boldsymbol\varepsilon$. Otherwise the ratio covers the interval between the smallest and largest eigenvalues of $Q'$.

Two cases follow. A spherical charge in an anisotropic medium has a direction-dependent limit, since its numerator is constant and its denominator is not. An elongated charge in an isotropic medium has one too. What matters is the mismatch between the two tensors.

## What replaces the limit

The periodic energy itself is not ambiguous, because its sum omits $\mathbf G=0$. What is lost is a shortcut. If the remainder is smooth at $\mathbf k=0$, the lattice sum including $\mathbf G=0$ reproduces the integral, apart from terms that vanish rapidly with cell size. Omitting $\mathbf G=0$ then leaves the finite-size term $-T$. If the remainder is discontinuous at the origin, no single value can be put there, and the difference between sum and integral depends on the lattice.

To find it, let $\psi$ be the periodic minus the isolated potential of a unit point charge. It is even and smooth near the origin, because the singularity cancels. If neighbouring charges do not overlap,

$$E_{\rm per}-E_{\rm iso}=\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

Insert $\psi(\mathbf d)=\psi(0)+\tfrac12\mathbf d\cdot H\cdot\mathbf d+\dots$, where $H$ is the matrix of second derivatives at the origin. About the centroid the cross terms vanish, so $\iint\rho\rho'd_id_j=2qQ_{ij}$ and

$$E_{\rm per}-E_{\rm iso}=\tfrac12q^2\psi(0)+\tfrac12q\,Q\!:\!H+O(L^{-5}),\tag{3}$$

with $Q\!:\!H=\sum_{ij}Q_{ij}H_{ij}$. The powers follow from $\psi(\mathbf r)=L^{-1}f(\mathbf r/L)$ for a cell of fixed shape and size $L$: each pair of derivatives adds $L^{-2}$.

Near the origin the two point sources cancel and the background remains, so $\varepsilon_0\nabla\cdot(\boldsymbol\varepsilon\nabla\psi)=1/\Omega$, or

$$\boldsymbol\varepsilon\!:\!H=\frac{1}{\varepsilon_0\Omega}.\tag{4}$$

This is one condition on the six components of $H$. For $Q=\lambda\boldsymbol\varepsilon$ it suffices: the second-moment term is $q\lambda/(2\varepsilon_0\Omega)=-T$ for every cell shape. For any other $Q$ the remaining components of $H$ enter, and they depend on the shape.

They follow from the same integral over $t$, split at a value $\tau$. The part $t>\tau$ of the periodic potential is summed over $\mathbf G$. The part $t<\tau$ is a sum of narrow Gaussians in real space. Its central member cancels against the isolated potential, and its images are negligible if $\tau$ is small compared with the squared stretched image distance. Its mean, $\tau/\varepsilon_0\Omega$, must be subtracted. The isolated potential leaves minus the integral over $t>\tau$ of $(4\pi t)^{-3/2}(\det\boldsymbol\varepsilon)^{-1/2}e^{-\mathbf r\cdot\boldsymbol\varepsilon^{-1}\cdot\mathbf r/4t}$. With $g=(4\pi\tau)^{-3/2}(\det\boldsymbol\varepsilon)^{-1/2}$,

$$\varepsilon_0\psi(0)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{e^{-\tau\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G}}{\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G}-2\tau g-\frac{\tau}{\Omega},\qquad
\varepsilon_0H=-\frac1\Omega\sum_{\mathbf G\ne0}\frac{\mathbf G\mathbf G\,e^{-\tau\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G}}{\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G}+\frac{g}{3}\boldsymbol\varepsilon^{-1}.$$

The last term of $H$ comes from the second derivative $-\boldsymbol\varepsilon^{-1}/2t$ of the exponential at the origin and $\int_\tau^\infty t^{-5/2}dt=\tfrac23\tau^{-3/2}$.

If the cell is cubic in stretched coordinates, symmetry makes $\boldsymbol\varepsilon^{1/2}H\boldsymbol\varepsilon^{1/2}$ a multiple of the unit matrix. Its trace is (4), so $H=\boldsymbol\varepsilon^{-1}/(3\varepsilon_0\Omega)$ and the second-moment term is $q\,\mathrm{tr}(\boldsymbol\varepsilon^{-1}Q)/(6\varepsilon_0\Omega)$. This is the average of $-T$ over directions in stretched space. For an isotropic medium and a cubic cell it becomes $q\int\rho r^2d^3r/(6\varepsilon_0\varepsilon\Omega)$, even for an elongated charge whose limit (2) depends on direction.

## The number: one charge, two cells of equal volume

Consider a layered semiconductor in the regime of bulk MoS$_2$, with rough permittivities of 15 in the plane and 6 along the $c$ axis. The unit cell is roughly 0.32 nm by 1.2 nm. The charge is a Gaussian with $q=+e$ and chosen widths of 0.25 nm in the plane and 0.10 nm along $c$. The ratios $Q/(q\varepsilon)$ are

$$\frac{0.25^2}{15}=0.00417\ \text{nm}^2\ \text{(in plane)},\qquad\frac{0.10^2}{6}=0.00167\ \text{nm}^2\ \text{(along }c).$$

Two hexagonal supercells contain 48 unit cells each. The tall one has $a=1.28$ nm and $c=3.60$ nm; the flat one has $a=2.217$ nm and $c=1.20$ nm. Both have $\Omega=5.108$ nm$^3$. With $e/\varepsilon_0=18.095$ V nm, the prefactor $e^2/(2\varepsilon_0\Omega)$ is $18.095/(2\times5.108)=1.771$ eV/nm$^2$. The value of $-T$ is therefore 7.4 meV for $\mathbf n$ in the plane and 3.0 meV along $c$. The average over ordinary directions is 6.4 meV and over stretched directions 5.9 meV.

The potential integral shows the same spread. Over a large box thin along $c$ it is $-0.0151$ V nm$^3$, over one thin along an in-plane axis $-0.0377$ V nm$^3$, and over a cube in stretched coordinates $-0.0302$ V nm$^3$.

The true terms need $H$. For a unit charge $e$, the tall cell has $eH_{xx}=0.399$ and $eH_{zz}=-1.406$ V/nm$^2$, so

$$\tfrac12e\,Q\!:\!H=\tfrac12\left(2\times0.0625\times0.399-0.0100\times1.406\right)\text{eV}=17.9\ \text{meV}.$$

The flat cell has $eH_{xx}=0.068$ and $eH_{zz}=0.252$ V/nm$^2$, which gives 5.5 meV. At fixed volume, permittivity and charge, the shape alone changes the term by 12.4 meV. The tall-cell value lies far outside the interval from 3.0 to 7.4 meV, so no average of the directional limits with positive weights can give it.

The negative $H_{zz}$ comes mainly from close in-plane images. In stretched coordinates they lie at $d'=1.28/\sqrt{15}=0.330$ nm, while the nearest image along $c$ lies at $3.60/\sqrt6=1.47$ nm. The potential of an in-plane image is greatest at the height of the layer, so its curvature along $c$ is negative. The six nearest images contribute

$$-\frac{6\,(e/\varepsilon_0)}{4\pi\sqrt{\det\boldsymbol\varepsilon}\,d'^3\,\varepsilon_c}\approx-1.09\ \text{V/nm}^2$$

to $eH_{zz}$. All images in the same plane together give $-2.00$ V/nm$^2$. The uniform background adds $e/(\varepsilon_0\Omega\varepsilon_c)=0.59$ V/nm$^2$, and the layers above and below add almost nothing, which leaves the total of $-1.41$ V/nm$^2$. By (4), the in-plane curvature must then be correspondingly large and positive, and it multiplies the larger components of $Q$.

If the charge is instead given $Q=\lambda\boldsymbol\varepsilon$ with the same in-plane width, its width along $c$ is $0.25\sqrt{6/15}=0.158$ nm. The second-moment term is then 7.4 meV in both cells.

The whole difference $E_{\rm per}-E_{\rm iso}$ is 87.9 meV in the tall cell, of which 69.0 meV is the point-charge term. In the flat cell it is $-102.4$ meV, with a point-charge term of $-108.0$ meV. The remainders are 1.0 and 0.1 meV. In the flat cell the remainder comes from higher moments. In the tall cell higher moments give about $+1.2$ meV, and the slight overlap of neighbouring Gaussians, which (3) excludes, gives about $-0.2$ meV.

## Using the result, and where the model stops

Equation (3) suggests a practical reference: a Gaussian with the same $q$ and the same central $Q$ as the defect charge. Such a Gaussian exists if $Q/q$ is positive definite, as it is for a charge density of one sign. Its finite-size shift, evaluated with the full tensor and the real cell, contains both leading terms, so for a fixed charge in a local continuum the remaining error starts at $L^{-5}$. A Gaussian of equal trace but different shape does not in general achieve this.

This was tested on an off-centre charge of two Gaussian lobes with weights 0.7 and 0.3. Their centres were $(0.10,0.05,0)$ and $(-0.10,0.20,0.15)$ nm. Their covariances had diagonals $(0.09,0.04,0.06)$ and $(0.05,0.08,0.05)$ nm$^2$, the second with an $xy$ element of 0.01 nm$^2$. The permittivity had diagonal $(8,5,3)$ and $xy$, $xz$, $yz$ elements $1$, $0.5$, $-0.7$. The cell vectors were $L(1,0,0)$, $L(0.2,1.3,0)$ and $L(0.1,-0.2,0.8)$. At $L=8$ nm the shifts of the charge and its matched Gaussian differed by 0.05% of the second-moment term. Between $L=4$ and 8 nm, the energy left over in (3) fell with an exponent of 4.8, close to the expected 5.

For real MoS$_2$ the millielectronvolt values are indicative. Raising $\varepsilon_c$ by 10% lowers the point-charge term of the tall cell by 17 meV, nearly as much as its entire second-moment term; in the flat cell it raises that term by 4 meV. Lattice constants of 0.316 and 1.23 nm in place of the rounded ones move the point-charge term of the tall cell from 69 to 82 meV, the second-moment terms to 18.5 and 5.7 meV, and their difference to 12.8 meV. Screening also weakens at short wavelengths. In the interpolating model $\varepsilon(k)=1+[1/(\varepsilon-1)+k^2/k_{\rm TF}^2]^{-1}$, expansion gives

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(\frac{\varepsilon-1}{\varepsilon}\right)^2\frac{k^2}{k_{\rm TF}^2}+\dots$$

Multiplied by $q^2/k^2$, the second term is another constant at $k\to0$, of the same order in cell size as (2). With 36 valence electrons per unit cell, $1/k_{\rm TF}=0.044$ nm, and $-T$ changes by about $-3.0$ meV in the plane and $-2.4$ meV along $c$. These are 40% and 80% of the local values. As with (2), these axis values do not bound the true effect: if each principal permittivity is given this dispersion, $E_{\rm per}-E_{\rm iso}$ changes by $-6.8$ meV in the tall cell and $-4.0$ meV in the flat one. Proportionality of $Q$ and $\boldsymbol\varepsilon$ therefore guarantees a unique limit for local screening, but not when this dispersion is itself anisotropic.

Two further assumptions are not sized here. The flat cell is only one crystal repeat high, so treating the layers as a homogeneous medium is doubtful. In a first-principles defect calculation, the induced screening charge also has its own spatial distribution, which a fixed charge in a continuum does not describe. For scale, the thermal energy at 300 K is 26 meV: the shape dependence found here is about half of that. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
e/eps0 = 18.0951 V nm
permittivity in plane, along c = 15.0, 6.0
charge widths in plane, along c = 0.25, 0.10 nm
unit cell a, c = 0.32, 1.20 nm
supercell volume (both cells) = 5.1080 nm^3
Q/(q eps) in plane = 0.004167 nm^2
Q/(q eps) along c = 0.001667 nm^2
minus the k->0 limit, n in plane = 7.380 meV
minus the k->0 limit, n along c = 2.952 meV
minus limit, plain direction average = 6.400 meV
minus limit, stretched average = 5.904 meV
potential integral, box thin along c = -0.01510 V nm^3
potential integral, box thin in plane = -0.03770 V nm^3
potential integral, stretched cube = -0.03016 V nm^3
tall cell: a, c = 1.2800, 3.6000 nm
tall cell: (e/eps0)-scaled H_xx = 0.3993 V/nm^2
tall cell: (e/eps0)-scaled H_zz = -1.4061 V/nm^2
tall cell: full E_per - E_iso = 87.929 meV
tall cell: point-charge term = 69.005 meV
tall cell: second-moment term = 17.926 meV
tall cell: higher moments (neglected) = 0.997 meV
tall cell: second-moment term if Q = lambda eps = 7.380 meV
tall cell: eps_c +10%, point term changes by -17.358 meV
tall cell: eps_c +10%, second term changes by -0.100 meV
flat cell: a, c = 2.2170, 1.2000 nm
flat cell: (e/eps0)-scaled H_xx = 0.0678 V/nm^2
flat cell: (e/eps0)-scaled H_zz = 0.2515 V/nm^2
flat cell: full E_per - E_iso = -102.354 meV
flat cell: point-charge term = -107.975 meV
flat cell: second-moment term = 5.494 meV
flat cell: higher moments (neglected) = 0.126 meV
flat cell: second-moment term if Q = lambda eps = 7.380 meV
flat cell: eps_c +10%, point term changes by 3.722 meV
flat cell: eps_c +10%, second term changes by -0.358 meV
second-moment term, tall minus flat = 12.432 meV
Thomas-Fermi screening length = 0.0439 nm
nonlocal screening, minus limit in plane = -2.975 meV
nonlocal screening, minus limit along c = -2.372 meV
thermal energy at 300 K = 25.85 meV
general test: decay order of the leftover energy = 4.834
general test: twin-Gaussian gap / second term = 0.00047
```
